\section*{Permittivity and gate-controlled strain of a laterally clamped c-plane nitride barrier}

Anyone who sets up a Poisson or Schrödinger--Poisson calculation for an AlGaN/GaN transistor must decide which permittivity to enter for the barrier, and whether its strain is a fixed input or has to be recomputed at each gate bias. The two decisions are linked. An electric field along the polar axis strains the barrier, and that strain changes the polarisation. If the program keeps the polarisation at its zero-field value, the missing response must be put into the permittivity. If the program updates the strain and the polarisation with the field, the same response must not be entered a second time.

Take the $z$ axis, labelled 3, along $[0001]$, pointing from the GaN buffer through the barrier to the gate. The layers are uniform in the plane, and the gate is much longer than the barrier is thick, so edges are ignored. The barrier is bonded to a thick substrate that fixes its lateral strains, measured from its own unstressed lattice, at
\begin{equation}
\varepsilon_1=\varepsilon_2=\eta,\qquad \varepsilon_6=0 .
\end{equation}
The word ``clamped'' refers here to these lateral strains. The vertical strain $\varepsilon_3$ is not held, because nothing presses on the top face. This distinction decides the answer.

Let $U$ be the internal energy per volume, with $dU=\sigma_i\,d\varepsilon_i+E\,dD$ for a field $E$ and displacement $D$ along $z$. The electric enthalpy $H=U-ED$ then satisfies $dH=\sigma_i\,d\varepsilon_i-D\,dE$, so that
\begin{equation}
\sigma_i=\frac{\partial H}{\partial\varepsilon_i},\qquad D=-\frac{\partial H}{\partial E}.
\label{eq:derivs}
\end{equation}
Linear response follows from an enthalpy that is quadratic in strain and field. A rotation by $180^\circ$ about the polar axis is contained in the sixfold screw operation of wurtzite applied three times. It reverses the shears $\varepsilon_4$ and $\varepsilon_5$ but leaves $\varepsilon_1,\varepsilon_2,\varepsilon_3$ and $E$ unchanged. No term linear in those shears can therefore accompany the other variables. They enter as $\tfrac12C_{44}(\varepsilon_4^2+\varepsilon_5^2)$, and a vanishing shear traction makes them zero. What remains is
\begin{align}
H={}&(C_{11}+C_{12})\eta^2+2C_{13}\eta\varepsilon_3+\tfrac12C_{33}\varepsilon_3^2\nonumber\\
&-(P_0+2e_{31}\eta+e_{33}\varepsilon_3)E-\tfrac12\kappa_{33}E^2 .
\label{eq:H}
\end{align}
The first term comes from $\tfrac12C_{11}(\varepsilon_1^2+\varepsilon_2^2)+C_{12}\varepsilon_1\varepsilon_2$, and the second from $C_{13}(\varepsilon_1+\varepsilon_2)\varepsilon_3$. The stiffnesses $C_{ij}$ are taken at constant field, the permittivity $\kappa_{33}$ at constant strain, and $P_0$ is the spontaneous polarisation. The constants $e_{31}$ and $e_{33}$ are derivatives of the actual polarisation along $z$ with respect to strain. I write $\kappa$ for permittivity to keep it apart from strain.

Applying \eqref{eq:derivs} to \eqref{eq:H} gives the coupled equations
\begin{align}
\sigma_3&=2C_{13}\eta+C_{33}\varepsilon_3-e_{33}E,\label{eq:stress}\\
D&=P_0+2e_{31}\eta+e_{33}\varepsilon_3+\kappa_{33}E .\label{eq:disp}
\end{align}
In a static, laterally uniform stack the vertical force balance is $d\sigma_3/dz=0$, and $\sigma_3$ is continuous at interfaces. It vanishes at the free top face, so it vanishes throughout. A uniform metal gate does not alter this, since its own upper face is free. Setting \eqref{eq:stress} to zero and dividing by $C_{33}$ yields
\begin{equation}
\varepsilon_3=-\frac{2C_{13}}{C_{33}}\eta+\frac{e_{33}}{C_{33}}E .
\label{eq:strain}
\end{equation}
The first term is the elastic response to the lateral misfit. The second is the converse piezoelectric effect. Inserting \eqref{eq:strain} into \eqref{eq:disp} and collecting the terms with and without $E$,
\begin{align}
D&=P_0+2e_{31}\eta+e_{33}\left(-\frac{2C_{13}}{C_{33}}\eta+\frac{e_{33}}{C_{33}}E\right)+\kappa_{33}E\nonumber\\
&=P_b+\kappa_{\rm eff}E,\label{eq:Deff}
\end{align}
with
\begin{equation}
P_b=P_0+2\eta\left(e_{31}-\frac{e_{33}C_{13}}{C_{33}}\right),\qquad
\kappa_{\rm eff}=\kappa_{33}+\frac{e_{33}^2}{C_{33}} .
\label{eq:keff}
\end{equation}
The correction is positive for either sign of $e_{33}$. With $e_{33}>0$ a field along $+z$ stretches the layer, and the stretch adds polarisation along $+z$. With $e_{33}<0$ the layer shrinks, and the shrinkage again adds polarisation along the field.

Equation \eqref{eq:keff} settles the bookkeeping. A solver that uses the fixed polarisation $P_b$ needs $\kappa_{\rm eff}$. A solver that recomputes $\varepsilon_3$ from \eqref{eq:strain} at the current field, and inserts it in the polarisation, needs $\kappa_{33}$. Using $\kappa_{\rm eff}$ together with the updated polarisation would count $e_{33}^2/C_{33}$ twice.

Two other mechanical conditions show how far the result depends on the boundary. If $\varepsilon_3$ is held as well, \eqref{eq:disp} gives $dD/dE=\kappa_{33}$. If instead all faces are free, let $a$ and $c$ be the lateral and vertical strains caused by the field. The vanishing of $\sigma_1$ and $\sigma_3$ requires
\begin{align}
(C_{11}+C_{12})a+C_{13}c&=e_{31}E,\\
2C_{13}a+C_{33}c&=e_{33}E .
\end{align}
The second line gives $c=(e_{33}E-2C_{13}a)/C_{33}$. Substitution in the first gives
\begin{equation}
\left(C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}\right)a=\left(e_{31}-\frac{e_{33}C_{13}}{C_{33}}\right)E .
\end{equation}
Denote the two brackets by $\tilde C$ and $\tilde e$, so that $a=\tilde eE/\tilde C$. The induced polarisation is $2e_{31}a+e_{33}c=2\tilde e a+(e_{33}^2/C_{33})E$, and hence
\begin{equation}
\kappa_{\rm free}=\kappa_{33}+\frac{e_{33}^2}{C_{33}}+\frac{2\tilde e^{\,2}}{\tilde C} .
\label{eq:free}
\end{equation}
In this free case the area of the faces changes with $a$. The constant that enters the stress and the electrode charge is then strictly the strain derivative of the charge per original area, $e_{31}+P_0$. The shift by $P_0$ is neglected here, being small compared with $e_{31}$ for the parameters used below. It does not arise when the lateral strains are fixed. For a real nitride the convention matters. If $e_{31}$ is the derivative of the actual polarisation, the matching $P_0$ is the full formal polarisation, about 1.3 C/m$^2$, and the shift is then larger than the sum $e_{31}+P_0$ itself, so \eqref{eq:free} must be evaluated with that sum, the proper constant. Values of $P_0$ of a few $10^{-2}$ C/m$^2$ are referred to the zincblende structure and are to be paired with the proper $e_{31}$ in $P_b$ as well; the model values below are of this kind. Elastic stability makes $\tilde C$ positive, so each released constraint raises the permittivity or leaves it unchanged. A value measured on a free crystal is thus not the one to use for a bonded film. The static force balance is a further condition: the bias must change slowly enough for the inertia of the barrier and of the gate metal above it to be negligible.

The gate acts on the strain through $E$ in \eqref{eq:strain}, so the next quantity needed is the barrier field $E_b$. Let the buffer be relaxed and field-free below the channel. Its strain is then zero and its displacement equals its spontaneous polarisation $P_{\rm buf}$. Treat the electrons at the interface as a sheet of charge $-s$ per area, with $s=qn\ge0$, where $q>0$ is the elementary charge and $n$ the electron density. With no free charge in the barrier, Gauss's law across the sheet reads
\begin{equation}
P_b+\kappa_{\rm eff}E_b-P_{\rm buf}=-s .
\end{equation}
With $\sigma_\pi=P_{\rm buf}-P_b$, the bound interface charge at zero barrier field, this becomes
\begin{equation}
E_b=\frac{\sigma_\pi-s}{\kappa_{\rm eff}} .
\label{eq:gauss}
\end{equation}
Combining it with \eqref{eq:strain} gives a relation that needs no model of the channel's energy levels:
\begin{equation}
\delta\varepsilon_3=-\frac{e_{33}}{C_{33}\kappa_{\rm eff}}\,\delta s .
\label{eq:ds}
\end{equation}
For $e_{33}>0$, filling the channel shortens the barrier along $z$.

To connect $s$ with the gate voltage $V_G$, put the channel Fermi level at zero energy. The gate Fermi level is then $-qV_G$, and the barrier's conduction-band edge at the gate lies at $q\Phi_B-qV_G$, where $q\Phi_B$ is the Schottky barrier. Since $E=-d\phi/dz$, the potential at the gate minus that at the channel interface is $-E_bd$, with $d$ the barrier thickness. An electron's potential energy is $-q\phi$, so the barrier edge at the interface is $q\Phi_B-qV_G-qE_bd$. The buffer edge lies lower by the band step $q\Delta$. Let the channel Fermi level stand $qF(s)$ above the buffer edge. Then $\Phi_B-V_G-E_bd-\Delta+F(s)=0$, or
\begin{equation}
V_G=\Phi_B-\Delta+F(s)-E_bd .
\label{eq:bias}
\end{equation}
Here $\Phi_B$ and $\Delta$ are held constant. In reality the strain moves the band edges a little through deformation potentials.

Differentiate \eqref{eq:bias} with respect to $V_G$ while the channel is populated. Equation \eqref{eq:gauss} gives $ds/dV_G=-\kappa_{\rm eff}\,dE_b/dV_G$, so
\begin{equation}
1=-\left(\kappa_{\rm eff}F'(s)+d\right)\frac{dE_b}{dV_G}.
\end{equation}
Multiplying the resulting field derivative by $e_{33}/C_{33}$,
\begin{equation}
\frac{d\varepsilon_3}{dV_G}=-\frac{e_{33}}{C_{33}\left[d+\kappa_{\rm eff}F'(s)\right]} .
\label{eq:slope}
\end{equation}
The length $\kappa_{\rm eff}F'$ adds to the barrier thickness because part of the bias raises the Fermi level in the channel instead of changing the barrier field. If the channel is replaced by a metal plate, $F'=0$ and the thickness change per volt is $d\,(d\varepsilon_3/dV_G)=-e_{33}/C_{33}$, independent of $d$.

The simplest channel has one parabolic subband with two spin states and mass $m$ at zero temperature. Its bottom lies a fixed energy $qE_0$ above the buffer edge. Counting states in a circle of radius $k_F$ gives $n=2\pi k_F^2/(2\pi)^2=k_F^2/2\pi$. The filling energy is $\hbar^2k_F^2/2m=\pi\hbar^2n/m$. Dividing by $q$ and using $n=s/q$,
\begin{equation}
F(s)=E_0+rs,\qquad r=\frac{\pi\hbar^2}{mq^2} .
\end{equation}
Insert this and \eqref{eq:gauss} into \eqref{eq:bias}:
\begin{equation}
V_G=\underbrace{\Phi_B-\Delta+E_0-\frac{\sigma_\pi d}{\kappa_{\rm eff}}}_{V_{\rm th}}+s\left(\frac{d}{\kappa_{\rm eff}}+r\right).
\end{equation}
Above the threshold $V_{\rm th}$ the channel charge is therefore
\begin{equation}
s=\frac{V_G-V_{\rm th}}{d/\kappa_{\rm eff}+r} .
\label{eq:s}
\end{equation}
In a real channel the subband bottom also moves with $s$. In a field-free buffer the well is made by the electrons themselves, so $E_0$ tends to zero with $s$; $V_{\rm th}$ is then the threshold of a straight-line model, and the actual onset of charge lies lower by up to $E_0$. If it rises, $F'$ exceeds $r$ and the strain response is weaker than this model gives.

Below threshold $s=0$ in this zero-temperature model, and \eqref{eq:gauss} fixes the barrier field at $\sigma_\pi/\kappa_{\rm eff}$. In this ideal structure the gate then no longer modulates the strain. At finite temperature, thermally excited electrons round off the threshold, and the modulation dies away gradually below it. A more negative bias lifts the bands of the whole buffer relative to the contact without changing the field in the barrier. This rests on the assumption that the buffer's displacement does not depend on the gate. If charge in the buffer responds and changes that displacement by $\delta D_{\rm buf}$, the same Gauss law gives $\delta E_b=\delta D_{\rm buf}/\kappa_{\rm eff}$, and some modulation returns. It also returns without any buffer charge when the gate has a finite length $L$, because field lines then run through the depleted buffer to the channel beside the gate. Over a thick insulating buffer a fraction of about $4d/\pi L$ of the gate voltage drops across the barrier at the gate centre, 2.5\% for $d=20$ nm and $L=1\ \mu$m, and more near the edges.

For a numerical case I take round parameters for a model barrier, not those of a particular alloy. Atomic units are awkward here, so lengths are in nm, fields in V/nm, stiffnesses in GPa and permittivities in nF/m; these fit together without conversion factors when charge densities are in C/m$^2$. The barrier has $C_{13}=100$, $C_{33}=400$, $e_{31}=-0.5$, $e_{33}=1.0$, $\eta=0.005$ and $d=20$. Its relative permittivity at constant strain is 10, or $\kappa_{33}=0.08854$. Then
\begin{equation}
\kappa_{\rm eff}=0.08854+\frac{1.0^2}{400}=0.09104\ {\rm nF/m},
\end{equation}
a relative permittivity of 10.28, larger than the constant-strain value by 2.8\%. With $C_{11}=350$ and $C_{12}=140$, equation \eqref{eq:free} gives 10.6 for a layer free on all faces.

The polarisations are $P_0=-0.040$ and $P_{\rm buf}=-0.030$, both pointing away from the gate. The zero-field polarisation of the strained barrier and the interface charge follow as
\begin{align}
P_b&=-0.040+0.010\,(-0.5-0.25)=-0.0475\ {\rm C/m^2},\\
\sigma_\pi&=-0.030+0.0475=0.0175\ {\rm C/m^2}.
\end{align}
For the bands I take $\Phi_B=1.2$ V, $\Delta=0.4$ V and $E_0=0.1$ V. The threshold is
\begin{equation}
V_{\rm th}=0.9-\frac{0.0175\times20}{0.09104}=-2.94\ {\rm V}.
\end{equation}
A mass of 0.2 free-electron masses gives $r=7.47$ V\,m$^2$/C. At zero bias \eqref{eq:s} becomes
\begin{equation}
s=\frac{2.944}{219.7+7.47}=0.01296\ {\rm C/m^2},
\end{equation}
which is $n=8.09\times10^{12}$ cm$^{-2}$. The field and strain at four biases are as follows.
\begin{center}
\begin{tabular}{rrrr}
$V_G$ (V) & $s$ (C/m$^2$) & $E_b$ (V/nm) & $10^3\varepsilon_3$\\
$-4.0$ & 0 & 0.1922 & $-2.02$\\
$-2.0$ & 0.00416 & 0.1466 & $-2.13$\\
$-1.0$ & 0.00856 & 0.0982 & $-2.25$\\
$0.0$ & 0.01296 & 0.0498 & $-2.38$
\end{tabular}
\end{center}
Lateral tension alone would give $\varepsilon_3=-2(100/400)(0.005)=-2.5\times10^{-3}$. The positive barrier field offsets part of this contraction. As the channel fills, the field falls and the barrier shortens towards its elastic value. Between depletion and zero bias the strain changes by $-3.6\times10^{-4}$, about 14\% of the elastic part in magnitude. In the 20 nm barrier this is a shortening of about 7 pm.

The length $\kappa_{\rm eff}r$ is $0.680$ nm, so the slope above threshold is
\begin{equation}
\frac{d\varepsilon_3}{dV_G}=-\frac{1.0}{400\,(20+0.680)}=-1.21\times10^{-4}\ {\rm V^{-1}},
\end{equation}
or a thickness change of $-2.42$ pm/V. A metal plate in place of the channel would give $-2.50$ pm/V. With the subband bottom held fixed, filling the subband thus takes about 3\% of the response. In a real channel the motion of the bottom can take a larger share than the filling itself. Solved self-consistently with the same parameters, the length $\kappa_{\rm eff}F'$ is about 1.2 nm at zero bias and about 2 nm at $-2$ V, it grows further towards threshold, and higher subbands already hold part of the charge, so the slope is not constant.

Now suppose that $P_b$ is kept but $\kappa_{33}$ is used in place of $\kappa_{\rm eff}$. The depleted field becomes 0.1976 V/nm, too large by 2.8\% of the coupled value, and the threshold moves to $-3.05$ V, too negative by 0.11 V. The charge at zero bias changes less, to 0.01308 C/m$^2$, an excess of 0.9\%. The reason is seen by setting $V_G=0$ in \eqref{eq:s} and multiplying numerator and denominator by $\kappa_{\rm eff}/d$:
\begin{equation}
s(0)=\frac{\sigma_\pi-\kappa_{\rm eff}(\Phi_B-\Delta+E_0)/d}{1+\kappa_{\rm eff}r/d} .
\end{equation}
The leading term $\sigma_\pi=0.0175$ does not contain the permittivity. The subtracted term is $0.09104\times0.9/20=0.0041$, and the denominator is 1.034, so a small change in $\kappa_{\rm eff}$ has limited leverage. When the subtracted term is small against $\sigma_\pi$, as here, agreement in the zero-bias charge is a weak indication that the permittivity was chosen correctly; the threshold is more sensitive. For thin barriers the contrast fades: at $d=6$ nm the charge changes by 10\% and the threshold by 13\%.

The linear theory omits the electrostatic attraction between the charges on the two sides of the barrier, which is quadratic in the field. Its size follows from a slab held at a voltage drop $V_s=Ed$. Let $\varepsilon$ be the extra vertical strain measured from the zero-field state, and neglect the small difference between the thickness in that state and $d$. The actual thickness is $d(1+\varepsilon)$ and the actual field is $V_s/[d(1+\varepsilon)]$. The enthalpy per area, apart from terms independent of $\varepsilon$, is
\begin{equation}
g(\varepsilon)=\tfrac12C_{33}d\,\varepsilon^2-e_{33}\varepsilon V_s-\frac{\kappa_{33}V_s^2}{2d(1+\varepsilon)} .
\end{equation}
The polarisation contributes $-PV_s$ because field times thickness is the fixed voltage. Its zero-field part is therefore constant and exerts no force. Setting $dg/d\varepsilon=0$, dividing by $d$, and replacing $(1+\varepsilon)^{-2}$ by 1 at leading order,
\begin{equation}
C_{33}\varepsilon=e_{33}E-\tfrac12\kappa_{33}E^2 .
\end{equation}
Relative to the linear strain $e_{33}E/C_{33}$, the correction is $-\kappa_{33}E/(2e_{33})$. At the depleted field it is $-0.08854\times0.1922/2$, or $-0.85$\%. The correction to the slope $d\varepsilon/dE$ is twice as large. Electrostriction, a direct dependence of strain on the square of the field, enters at the same order in $E$ and is not included. If the permittivity varies with strain as $\kappa_{33}(1+b\varepsilon)$, the quadratic term is multiplied by $1-b$, so a value of $b$ of a few units raises the correction to several percent. The field-induced strains above should therefore not be trusted to better than about a percent even within this model, and the linear formula requires $\kappa_{33}E$ to be small compared with $2|e_{33}|$. For the present parameters the two become equal only near 23 V/nm, far above the breakdown field of a nitride barrier; this figure counts the electrostatic attraction alone and falls by the factor $|1-b|$ when electrostriction is included.
